# Why fourth-order superexchange overestimates the exact splitting in a Cu–O–Cu unit: a program that tests the result

```python
# Superexchange in Cu-O-Cu (hole picture, two holes, energies in eV).
# t: d-p hopping, De: O level above Cu, Ud, Up: on-site repulsions, V: d-p repulsion
# x=t^2, D=De+V, W=2De+Up, J=E_T-E_S (lowest triplet minus lowest singlet).
# Under test: E_T = D/2 - sqrt(D^2+8x)/2 ;  E_S(D-E_S-Sig(E_S)) = -2x,
#  Sig(E)=2x/(Ud-E)+4x/(W-E) ; J = 2x Sig/((D-E_T-E_S)(D-E_S-Sig)) ;
#  J4 = 4t^4/D^2 (1/Ud+2/W) ; J6/J4 = -x(6/D^2+2 s2/(D s1)-s1/D),
#  s1=2/Ud+4/W, s2=2/Ud^2+4/W^2 ; the series of J in t has radius D/sqrt(8).
#  Cu2O7 (V=0): same J4, E_T = De - sqrt(De^2+12x)/2 - sqrt(De^2+20x)/2.
# Independent side: Fock-space diagonalization and Rayleigh-Schroedinger recursion.
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial as Poly
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

mp.mp.dps = 80
K_PER_EV = 1.0 / pc["Boltzmann constant in eV/K"][0]


def act(ops, state):
    sign = 1
    for idx, create in reversed(ops):
        if ((state >> idx) & 1) == create:
            return 0, 0
        if bin(state & ((1 << idx) - 1)).count("1") % 2:
            sign = -sign
        state ^= 1 << idx
    return sign, state


class Cluster:
    """Orbitals 0,1 are Cu, the rest O; spin orbital 2*i+s; Sz=0 sector."""

    def __init__(self, norb, bonds):
        self.norb, self.bonds = norb, bonds
        self.basis = [(1 << 2 * i) | (1 << (2 * j + 1))
                      for i in range(norb) for j in range(norb)]
        pos = {s: k for k, s in enumerate(self.basis)}
        n = len(self.basis)
        self.T = np.zeros((n, n), int)
        self.S2 = np.zeros((n, n), int)
        for k, s in enumerate(self.basis):
            for i, j, amp in bonds:
                for sp in (0, 1):
                    for a, b in ((i, j), (j, i)):
                        g, r = act([(2 * a + sp, 1), (2 * b + sp, 0)], s)
                        if g:
                            self.T[pos[r], k] += amp * g
            for i in range(norb):
                for j in range(norb):
                    g, r = act([(2 * i + 1, 1), (2 * i, 0),
                                (2 * j, 1), (2 * j + 1, 0)], s)
                    if g:
                        self.S2[pos[r], k] += g
        assert not np.any(self.T @ self.S2 - self.S2 @ self.T)
        w, v = np.linalg.eigh(self.S2.astype(float))
        self.sing, self.trip = v[:, abs(w) < 1e-9], v[:, abs(w - 2) < 1e-9]
        assert self.sing.shape[1] + self.trip.shape[1] == n
        self.a, self.b = pos[0b1001], pos[0b0110]

    def diag(self, De, Ud, Up, V):
        out = []
        for s in self.basis:
            occ = [((s >> 2 * i) & 1) + ((s >> (2 * i + 1)) & 1)
                   for i in range(self.norb)]
            e = De * sum(occ[2:]) + Ud * occ[:2].count(2) + Up * occ[2:].count(2)
            out.append(e + V * sum(occ[i] * occ[j] for i, j, _ in self.bonds))
        return out

    def exact(self, t, De, Ud, Up, V):
        H = np.diag(self.diag(De, Ud, Up, V)) + t * self.T
        low = lambda Q: np.linalg.eigvalsh(Q.T @ H @ Q)[0]
        return low(self.trip), low(self.sing)

    def series(self, s2, order, De, Ud, Up, V):
        """Coefficients of x^n of the level with S(S+1)=s2, up to t^order."""
        d = self.diag(*[mp.mpf(q) for q in (De, Ud, Up, V)])
        n, a, b = len(d), self.a, self.b
        for sg in (1, -1):
            v = np.zeros(n, int)
            v[a], v[b] = 1, sg
            if not np.any(self.S2 @ v - s2 * v):
                break
        else:
            raise AssertionError("no spin eigenstate")
        rows = [[(c, int(self.T[r, c])) for c in np.nonzero(self.T[r])[0]]
                for r in range(n)]
        psi, E = [[mp.mpf(int(q)) for q in v]], [mp.mpf(0)]
        for k in range(1, order + 1):
            w = [mp.fsum(g * psi[-1][c] for c, g in row) for row in rows]
            assert abs(w[a] * sg - w[b]) <= mp.mpf(10) ** -50 * (1 + abs(w[a]))
            E.append((w[a] + sg * w[b]) / 2)
            for m in range(1, k):
                if E[m] != 0:
                    em, p = E[m], psi[k - m]
                    w = [wi - em * pi if pi != 0 else wi for wi, pi in zip(w, p)]
            psi.append([-wi / di if di != 0 else mp.mpf(0) for wi, di in zip(w, d)])
        assert all(e == 0 for e in E[1::2])
        return E[0::2]


def formulas(t, De, Ud, Up, V):
    x, D, W = t * t, De + V, 2 * De + Up
    sig = lambda E: 2 * x / (Ud - E) + 4 * x / (W - E)
    ET = D / 2 - np.sqrt(D * D + 8 * x) / 2
    ES = brentq(lambda E: E * (D - E - sig(E)) + 2 * x, -50, -1e-12, xtol=1e-14)
    s1, s2 = 2 / Ud + 4 / W, 2 / Ud**2 + 4 / W**2
    J4 = 4 * x * x / D**2 * (1 / Ud + 2 / W)
    return dict(ET=ET, ES=ES, sig0=sig(0), sig=sig(ES), J4=J4,
                J=2 * x * sig(ES) / ((D - ET - ES) * (D - ES - sig(ES))),
                J6=-J4 * x * (6 / D**2 + 2 * s2 / (D * s1) - s1 / D),
                f=(sig(ES) / sig(0), D / (D - ET - ES), D / (D - ES - sig(ES))))


def domb_sykes(c):
    n = len(c) - 1
    return float(1 / (n * c[n] / c[n - 1] - (n - 1) * c[n - 1] / c[n - 2]))


def check(t, De, Ud, Up, V):
    F = formulas(t, De, Ud, Up, V)
    ET, ES = small.exact(t, De, Ud, Up, V)
    assert abs(ET - F["ET"]) < 1e-10 and abs(ES - F["ES"]) < 1e-10
    assert abs(ET - ES - F["J"]) < 1e-10
    assert abs(ET - ES - F["J4"] * np.prod(F["f"])) < 1e-10
    c = [p - q for p, q in zip(small.series(2, 6, De, Ud, Up, V),
                               small.series(0, 6, De, Ud, Up, V))]
    assert abs(c[1]) < 1e-60
    assert abs(float(c[2]) * t**4 / F["J4"] - 1) < 1e-12
    assert abs(float(c[3]) * t**6 / F["J6"] - 1) < 1e-10
    if 2 * De + Up > 4 * (De + V) / 3:
        assert c[3] < 0
    assert 0 < ET - ES < F["J4"]
    return F, ET, ES


small = Cluster(3, [(0, 2, 1), (1, 2, -1)])
big = Cluster(9, [(0, 2, 1), (1, 2, -1), (0, 3, -1), (0, 4, 1), (0, 5, -1),
                  (1, 6, 1), (1, 7, 1), (1, 8, -1)])
rng = np.random.default_rng(1)
NSCAN = 150
for _ in range(NSCAN):
    check(rng.uniform(0.2, 1.6), rng.uniform(2, 5), rng.uniform(6, 12),
          rng.uniform(0, 6), rng.uniform(0, 1.5))

t, De, Ud, Up = 1.3, 3.6, 10.0, 4.0
x, W = t * t, 2 * De + Up
print(f"inputs: t={t} Delta={De} Ud={Ud} Up={Up} eV; x={x:.4f} eV^2; W={W:.2f} eV")
print(f"t/Delta = {t/De:.4f}, t^2/Delta^2 = {x/De**2:.4f}")
print(f"scan: J<J4 at {NSCAN} points, t 0.2-1.6, Delta 2-5, Ud 6-12, Up 0-6, V 0-1.5 eV")
ratio = {}
for V, order in ((0.0, 240), (1.0, 120)):
    D = De + V
    F, ET, ES = check(t, De, Ud, Up, V)
    J = ET - ES
    ratio[V] = F["J4"] / J
    print(f"--- Cu-O-Cu, V={V} eV, D={D:.2f} eV, 8t^2/D^2={8*x/D**2:.4f}")
    print(f"E_T = {ET:.5f} eV, E_S = {ES:.5f} eV")
    print(f"sqrt(D^2+8x) = {np.sqrt(D*D+8*x):.4f} eV, D-E_T-E_S = {D-ET-ES:.4f} eV")
    print(f"Sigma(0) = {F['sig0']:.5f} eV, Sigma(E_S) = {F['sig']:.5f} eV")
    print(f"J exact = {J:.5f} eV = {J*K_PER_EV:.0f} K")
    print(f"J4 = {F['J4']:.5f} eV = {F['J4']*K_PER_EV:.0f} K; J4/J = {ratio[V]:.4f}")
    print("f1, f2, f3 = %.4f, %.4f, %.4f; product = %.4f" % (*F["f"], np.prod(F["f"])))
    assert F["f"][1] == min(F["f"]) and 1 - F["f"][1] > 2 * (1 - F["f"][0])
    print(f"J6 = {F['J6']:.5f} eV; J6/J4 = {F['J6']/F['J4']:.4f}")
    cT = small.series(2, order, De, Ud, Up, V)
    cS = small.series(0, order, De, Ud, Up, V)
    cJ = [p - q for p, q in zip(cT, cS)]
    terms = [float(c * mp.mpf(x) ** n) for n, c in enumerate(cJ)]
    part = np.cumsum(terms)
    print("partial sums t^4..t^12 (eV): " + " ".join(f"{p:.4f}" for p in part[2:7]))
    xb = domb_sykes(cJ)
    assert abs(xb / (-D * D / 8) - 1) < 1e-6
    print(f"J singularity: series x={xb:.5f}, -D^2/8={-D*D/8:.5f} eV^2")
    print(f"radius t_c = D/sqrt(8) = {D/np.sqrt(8):.4f} eV")
    E = Poly([0, 1])
    P = E * (D - E) * (Ud - E) * (W - E)
    N = 2 * (Ud - E) * (W - E) - E * (2 * (W - E) + 4 * (Ud - E))
    Ec = (P.deriv() * N - P * N.deriv()).roots()
    xc = -P(Ec) / N(Ec)
    dist = np.min(abs(xc + D * D / 8))
    assert dist > 0.1
    RS = abs(xc[np.argmin(abs(Ec))])
    top = len(cS) - 1
    Rroot = min(float((abs(cS[n]) * n**1.5) ** (-mp.mpf(1) / n))
                for n in range(top - 15, top + 1))
    assert abs(Rroot / RS - 1) < 0.05 and RS > D * D / 8
    assert abs(float(mp.polyval(cS[::-1], x)) - ES) < 1e-9
    print(f"singlet radius |x| = {RS:.3f} eV^2 (root test {Rroot:.3f} eV^2)")
    print(f"nearest singlet branch point to -D^2/8: {dist:.3f} eV^2 away")
    if V == 0:
        assert t > D / np.sqrt(8) and abs(terms[120]) > 2 * abs(terms[60])
        nmin = 2 + int(np.argmin(np.abs(terms[2:])))
        print(f"smallest term: t^{2*nmin}, {abs(terms[nmin]):.4f} eV")
        print(f"terms t^120, t^240: {terms[60]:.4f}, {terms[120]:.4f} eV (diverges)")
    else:
        assert abs(part[-1] - J) < 1e-9
        print(f"sum to t^{order} = {part[-1]:.5f} eV (converges)")

# large-repulsion limit: J/J4 depends on t/D only
lim = []
for scale in (1.0, 0.6):
    ts, Ds = t * scale, De * scale
    ET, ES = small.exact(ts, Ds, 1e5, 1e5, 0.0)
    r = (ET - ES) / formulas(ts, Ds, 1e5, 1e5, 0.0)["J4"]
    pred = Ds**2 / ((Ds - 2 * ET) * (Ds - ET))
    assert abs(r / pred - 1) < 1e-3
    lim.append(r)
assert abs(lim[0] / lim[1] - 1) < 1e-3
print(f"--- Ud=Up=1e5 eV, V=0: J/J4 = {lim[0]:.4f}, limit formula {pred:.4f}")


def excess(tt):
    a, b = small.exact(tt, De, Ud, Up, 0.0)
    return formulas(tt, De, Ud, Up, 0.0)["J4"] / (a - b) - 1.1


t10 = brentq(excess, 0.1, 1.3)
print(f"J4 is 10% high (V=0) at t = {t10:.4f} eV, t/Delta = {t10/De:.4f}")

ET, ES = big.exact(t, De, Ud, Up, 0.0)
assert abs(ET - (De - np.sqrt(De**2 + 12*x)/2 - np.sqrt(De**2 + 20*x)/2)) < 1e-10
bT = big.series(2, 80, De, Ud, Up, 0.0)
bS = big.series(0, 6, De, Ud, Up, 0.0)
J4 = formulas(t, De, Ud, Up, 0.0)["J4"]
b4, b6 = float(bT[2] - bS[2]) * x**2, float(bT[3] - bS[3]) * x**3
assert abs(b4 / J4 - 1) < 1e-12
xb = domb_sykes(bT)
assert abs(xb / (-De**2 / 20) - 1) < 1e-4
Jb = ET - ES
assert Jb > 0 and J4 / Jb > ratio[0.0] > ratio[1.0] > 1
print("--- Cu2O7, V=0")
print(f"E_T = {ET:.5f} eV, E_S = {ES:.5f} eV")
print(f"J exact = {Jb:.5f} eV = {Jb*K_PER_EV:.0f} K")
print(f"J4 = {b4:.5f} eV; J4/J = {b4/Jb:.4f}; J6 = {b6:.5f} eV; J6/J4 = {b6/b4:.4f}")
print(f"triplet singularity: series x={xb:.5f}, -Delta^2/20={-De**2/20:.5f} eV^2")
print(f"triplet radius Delta/sqrt(20) = {De/np.sqrt(20):.4f} eV; 20t^2/Delta^2 = {20*x/De**2:.4f}")
print("all good")
```

Running it gives:

```
inputs: t=1.3 Delta=3.6 Ud=10.0 Up=4.0 eV; x=1.6900 eV^2; W=11.20 eV
t/Delta = 0.3611, t^2/Delta^2 = 0.1304
scan: J<J4 at 150 points, t 0.2-1.6, Delta 2-5, Ud 6-12, Up 0-6, V 0-1.5 eV
--- Cu-O-Cu, V=0.0 eV, D=3.60 eV, 8t^2/D^2=1.0432
E_T = -0.77294 eV, E_S = -0.92420 eV
sqrt(D^2+8x) = 5.1459 eV, D-E_T-E_S = 5.2971 eV
Sigma(0) = 0.94157 eV, Sigma(E_S) = 0.86697 eV
J exact = 0.15126 eV = 1755 K
J4 = 0.24556 eV = 2850 K; J4/J = 1.6234
f1, f2, f3 = 0.9208, 0.6796, 0.9844; product = 0.6160
J6 = -0.14938 eV; J6/J4 = -0.6083
partial sums t^4..t^12 (eV): 0.2456 0.0962 0.1869 0.1250 0.1723
J singularity: series x=-1.62000, -D^2/8=-1.62000 eV^2
radius t_c = D/sqrt(8) = 1.2728 eV
singlet radius |x| = 3.773 eV^2 (root test 3.763 eV^2)
nearest singlet branch point to -D^2/8: 0.982 eV^2 away
smallest term: t^72, 0.0109 eV
terms t^120, t^240: 0.0139, 0.0621 eV (diverges)
--- Cu-O-Cu, V=1.0 eV, D=4.60 eV, 8t^2/D^2=0.6389
E_T = -0.64449 eV, E_S = -0.75522 eV
sqrt(D^2+8x) = 5.8890 eV, D-E_T-E_S = 5.9997 eV
Sigma(0) = 0.94157 eV, Sigma(E_S) = 0.87971 eV
J exact = 0.11073 eV = 1285 K
J4 = 0.15040 eV = 1745 K; J4/J = 1.3582
f1, f2, f3 = 0.9343, 0.7667, 1.0278; product = 0.7363
J6 = -0.05158 eV; J6/J4 = -0.3429
partial sums t^4..t^12 (eV): 0.1504 0.0988 0.1150 0.1087 0.1118
J singularity: series x=-2.64500, -D^2/8=-2.64500 eV^2
radius t_c = D/sqrt(8) = 1.6263 eV
singlet radius |x| = 4.952 eV^2 (root test 4.904 eV^2)
nearest singlet branch point to -D^2/8: 0.835 eV^2 away
sum to t^120 = 0.11073 eV (converges)
--- Ud=Up=1e5 eV, V=0: J/J4 = 0.5759, limit formula 0.5759
J4 is 10% high (V=0) at t = 0.5268 eV, t/Delta = 0.1463
--- Cu2O7, V=0
E_T = -2.70177 eV, E_S = -2.78414 eV
J exact = 0.08237 eV = 956 K
J4 = 0.24556 eV; J4/J = 2.9811; J6 = -0.50426 eV; J6/J4 = -2.0535
triplet singularity: series x=-0.64800, -Delta^2/20=-0.64800 eV^2
triplet radius Delta/sqrt(20) = 0.8050 eV; 20t^2/Delta^2 = 2.6080
all good
```
